# The Fowler-Guggenheim isotherm and the onset of mean-field phase separation

## A half-filled layer

Take a surface on which every second site, on average, holds a molecule. Each site has $z$ neighbours, and two molecules on neighbouring sites lower the energy by $w>0$. Suppose that occupations are random, with no correlation between sites. A site and its neighbour are then both filled with probability $\theta^2$, where $\theta$ is the coverage. There are $z/2$ neighbour pairs per site, so the energy per site is $-zw\theta^2/2$.

Now move molecules from one half of the surface to the other, so that the coverages become $\tfrac12+\delta$ and $\tfrac12-\delta$. The boundary between the halves is negligible on a large surface. The average of $\theta^2$ rises by $\delta^2$, and the energy per site changes by $-zw\delta^2/2$.

The entropy per site is $-k[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$. Its second derivative is $-k/[\theta(1-\theta)]$, which is $-4k$ at half coverage. The split therefore lowers the entropy by $2k\delta^2$ to leading order, and the free energy per site changes by

$$\Delta f=\left(2kT-\frac{zw}{2}\right)\delta^2 .$$

Splitting pays when $kT<zw/4$. The product $zw$ is the attraction felt by one molecule whose neighbour sites are all filled; this is what "total neighbour attraction" means here. The cohesive energy of a full layer is $zw/2$ per site, because each pair is shared by two molecules.

## Assumptions and theorem

1. There are $M$ equivalent sites, with $M$ large and periodic edges. Each holds at most one molecule: $n_i=0$ or $1$.
2. The interaction energy is $E=-w\sum_{\langle ij\rangle}n_in_j$, each neighbour pair counted once.
3. An isolated adsorbate has well depth $E_0$ and vibrational partition function $q$, measured from the well bottom. For harmonic frequencies $\nu_j$, $q=\prod_j[2\sinh(h\nu_j/2kT)]^{-1}$, which includes the zero-point energy.
4. The gas is ideal, and rotation and internal vibration are unchanged by adsorption.
5. Mean field: the layer is described by independent sites of equal occupation $\theta$, or by large domains of that kind.

**Theorem.** Under these assumptions the coverage at pressure $p$ obeys the Fowler-Guggenheim isotherm

$$Kp=\frac{\theta}{1-\theta}\,e^{-zw\theta/kT},\qquad K=\frac{\lambda^3q\,e^{E_0/kT}}{kT},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} ,$$

with $m$ the molecular mass. If $kT\ge zw/4$, the coverage rises continuously with pressure. If $kT<zw/4$, it jumps at $Kp=e^{-zw/2kT}$ between $(1-s_0)/2$ and $(1+s_0)/2$, where $s_0$ is the positive root of $s_0=\tanh(zws_0/4kT)$.

## Lemma 1: the trial grand potential

Let $\mu$ be the chemical potential of the layer measured from the free energy of an isolated adsorbate, $-E_0-kT\ln q$. *For independent sites the grand potential per site is*

$$\omega(\theta)=-\frac{zw}{2}\theta^2+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]-\mu\theta ,$$

*and $M\omega(\theta)$ is never below the exact grand potential.*

**Proof.** For any probabilities $P$ of the configurations define $\Omega[P]=\sum P(E-\mu N+kT\ln P)$, with $N=\sum_i n_i$. The exact distribution is $P^*=e^{-(E-\mu N)/kT}/\Xi$, with $\Xi$ the normalizing sum, and the exact grand potential is $\Omega^*=-kT\ln\Xi$. Substituting $E-\mu N=-kT\ln P^*+\Omega^*$ gives

$$\Omega[P]-\Omega^*=-kT\sum P\ln\frac{P^*}{P}\ \ge\ -kT\sum(P^*-P)=0,$$

where the inequality is $\ln x\le x-1$. For independent sites $\langle n_in_j\rangle=\theta^2$ if $i\ne j$. With $Mz/2$ pairs the energy is $-Mzw\theta^2/2$. The logarithm of a product is a sum, so each site contributes the bracket above to $\sum P\ln P$. Dividing by $M$ gives $\omega$. ∎

The best trial state minimizes $\omega$.

## Lemma 2: the gas fixes $\mu$

*Equilibrium with the gas requires $\mu=kT\ln(Kp)$.*

**Proof.** For $N_g$ gas molecules in volume $V$ the translational partition function is $(V/\lambda^3)^{N_g}/N_g!$. With Stirling's formula the free energy is $-kT[N_g\ln(V/\lambda^3)-N_g\ln N_g+N_g]$. Its derivative with respect to $N_g$ is $kT\ln(N_g\lambda^3/V)=kT\ln(p\lambda^3/kT)$. Internal contributions are the same in gas and layer and cancel. Equating chemical potentials,

$$-E_0-kT\ln q+\mu=kT\ln\frac{p\lambda^3}{kT},$$

and moving the first two terms to the right gives $\mu=kT\ln(Kp)$. ∎

## Proof of the theorem

**Isotherm.** Setting $d\omega/d\theta=0$ gives

$$\mu=kT\ln\frac{\theta}{1-\theta}-zw\theta .$$

The logarithm diverges at $\theta=0$ and $1$ in such a way that the minimum lies inside the interval. Lemma 2 and exponentiation give the isotherm. The negative sign in its exponent means that attraction lowers the pressure needed for a given coverage. For $w=0$ it becomes the Langmuir isotherm $\theta=Kp/(1+Kp)$; for $\theta\to0$ it becomes $\theta=Kp$.

**Stability.** Differentiating at fixed temperature,

$$kT\frac{d\ln p}{d\theta}=\frac{d\mu}{d\theta}=\frac{kT}{\theta(1-\theta)}-zw .$$

Since $\theta(1-\theta)=\tfrac14-(\theta-\tfrac12)^2\le\tfrac14$, the right side is at least $4kT-zw$, and it takes this value at $\theta=\tfrac12$. For $kT\ge zw/4$ pressure therefore rises strictly with coverage, apart from a single point of zero slope when equality holds. There is one coverage for each pressure. The critical temperature is

$$kT_c=\frac{zw}{4}.$$

Below it the slope is negative between the spinodal coverages, found from $\theta(1-\theta)=kT/zw$:

$$\theta_\pm=\frac12\left(1\pm\sqrt{1-\frac{4kT}{zw}}\right).$$

**Coexistence.** Write $\theta=(1+s)/2$ and $\mu=-zw/2+\eta$. The interaction terms combine as

$$-\frac{zw}{2}\theta^2+\frac{zw}{2}\theta=\frac{zw}{2}\theta(1-\theta)=\frac{zw}{8}(1-s^2).$$

The entropy is even in $s$, because exchanging filled and empty sites leaves it unchanged. Using $d\theta=ds/2$ and $\tfrac12\ln[(1+s)/(1-s)]=\operatorname{artanh}s$,

$$\frac{d\omega}{ds}=g(s)-\frac{\eta}{2},\qquad g(s)=kT\operatorname{artanh}s-\frac{zw}{4}s .$$

Take $kT<zw/4$. Then $g(0)=0$, $g'(0)=kT-zw/4<0$, and $g''(s)=2kTs/(1-s^2)^2>0$ for $s>0$. Hence $g$ first falls, then rises without limit, and has one positive zero $s_0$, which satisfies $s_0=\tanh(zws_0/4kT)$. At $\eta=0$ the even function $\omega$ has equal minima at $\pm s_0$.

For $\eta>0$, $\omega(s)-\omega(-s)=-\eta s$ is negative for $s>0$, and the slope at $s=0$ is $-\eta/2$. The lowest minimum thus has $s>0$, and the shape of $g$ allows one positive root of $g=\eta/2$, which lies above $s_0$. For $\eta<0$ the mirror argument gives $s<-s_0$. The jump occurs at $\eta=0$, that is, at $\mu=-zw/2$ and $Kp=e^{-zw/2kT}$. ∎

**Corollary: onset at fixed coverage.** A layer of average coverage $\theta$ separates when $|2\theta-1|<s_0$. Putting $s_0=2\theta-1$ in $kT\operatorname{artanh}s_0=zws_0/4$ gives the onset

$$kT_{\rm on}(\theta)=\frac{zw(2\theta-1)}{2\ln[\theta/(1-\theta)]} .$$

Its limit at $\theta=\tfrac12$ is $zw/4$; at other coverages it is lower. The quarter rule thus gives the highest temperature of separation. Just below $T_c$, the expansion $\operatorname{artanh}s=s+s^3/3+\dots$ gives $s_0\simeq\sqrt{3(T_c/T-1)}$, so the two coverages move apart with a square-root law.

## Remark 1: when mean field is exact

Let every pair of sites attract with strength $zw/M$ instead. The energy then depends on $N$ alone, and the weight of $N$ molecules is

$$W_N=\binom MN\exp\left[\frac{zwN(N-1)}{2MkT}+\frac{\mu N}{kT}\right].$$

By Stirling's formula $-(kT/M)\ln W_N\to\omega(N/M)$ for large $M$, so the largest weight sits at the minimum of $\omega$, and the theorem becomes exact.

At finite even $M$ the onset follows from the second difference of $\ln W_N$ at $N=M/2$. The binomial part is $-2\ln(1+2/M)$ and the attraction adds $zw/(MkT)$. Their sum vanishes at

$$kT=\frac{zw}{2M\ln(1+2/M)}\simeq\frac{zw}{4}\left(1+\frac1M\right).$$

For $zw=200$ meV and $M=4000$, direct use of the weights gives 50.012 meV, against the limit of 50 meV.

## Remark 2: when it fails

In a chain with $z=2$ the theorem would give $kT_c=w/2$. Yet the exact grand potential follows from a $2\times2$ symmetric transfer matrix with positive entries $a,b,b,d$, whose larger eigenvalue is $\tfrac12[a+d+\sqrt{(a-d)^2+4b^2}]$. The root never vanishes at $T>0$, so the coverage is smooth in $\mu$ and there is no jump.

On the square lattice a transition exists, but at a lower temperature. Put $n_i=(1+\sigma_i)/2$ with $\sigma_i=\pm1$. At $\mu=-2w$ the terms linear in $\sigma_i$ cancel, leaving a coupling $w/4$ between neighbouring $\sigma$'s. Let $L=w/4kT$. Writing $e^{L\sigma\sigma'}=\cosh L\,(1+\sigma\sigma'\tanh L)$ and summing over $\sigma$ leaves closed loops, each bond weighted by $\tanh L$. Counting instead the walls between regions of opposite $\sigma$ also gives closed loops on a square lattice, each bond weighted by $e^{-2L}$. If there is a single transition, it must lie where the two weights agree. With $x=e^{-2L}$, $(1-x)/(1+x)=x$ gives $x=\sqrt2-1$, hence

$$kT_c^{\rm plane}=\frac{w}{2\ln(1+\sqrt2)}\approx0.567\,w,$$

compared with $w$ in mean field.

## Example: a reversibly held precursor

Consider titanium tetrachloride, used in atomic layer deposition, on an oxide already saturated with chlorine. Model parameters are chosen round values: $z=4$, $w=50$ meV, $E_0=0.50$ eV, site spacing $a=0.65$ nm, and adsorbate frequencies of 0.3, 0.3 and 1.0 THz. The temperature is 400 K, so $kT=34.47$ meV.

The total attraction is $zw=200$ meV. Hence $kT_c=50$ meV, or $T_c=580$ K. At 400 K, $zw/kT=5.80>4$, and mean field predicts separation. The root $s_0=0.839$ gives coverages 0.081 and 0.919. A common tangent drawn numerically to the free energy on a grid of 4001 coverages gives 0.0808 and 0.9192. At an average coverage of 0.10, separation begins at 423 K, not 580 K.

For the pressure, $\lambda=6.338$ pm and $q=6428.5$. In SI units

$$K=\frac{(6.338\times10^{-12})^3(6428.5)\,e^{0.50/0.03447}}{5.52\times10^{-21}}\approx5.9\times10^{-4}\ \mathrm{Pa^{-1}}=0.0788\ \mathrm{Torr^{-1}} .$$

The jump is at $p=e^{-2.901}/K=0.0550/0.0788=0.70$ Torr (93 Pa). The spinodal coverages are 0.221 and 0.779. Inserted in the isotherm, they show that the dilute layer could persist up to 1.00 Torr on filling, and the dense one down to 0.49 Torr on emptying. These are limits of local stability in the model; nucleation may end either branch sooner.

**Does the separation survive correlations?** For nearest-neighbour attraction on this square lattice, the exact critical temperature is 329 K, 43% below the mean-field value. As a check on the loop argument, the ratio of correlation length to width was equated for infinite strips 6 and 8 sites wide; this gives 330 K. With strictly nearest-neighbour attraction the jump at 400 K is therefore an artefact of mean field. What remains is a steep, continuous rise: on a strip 10 sites wide the coverage goes from 0.12 at 0.8 times the half-coverage pressure to 0.88 at 1.25 times it. Mean field gives 0.06 and 0.94.

**Longer-ranged attraction** acts the other way. Lemma 1 uses only the sum of pair energies, so $zw$ may be replaced by the sum over all neighbours. If the attraction falls as the inverse sixth power of distance, the sum is 233 meV and the mean-field $T_c$ is 676 K. Multiplying by the nearest-neighbour ratio 0.567 would give about 383 K, but that ratio does not carry over to a longer range. Strips 6 and 8 sites wide, with the tail kept out to two spacings in each direction, give about 408 K, roughly 0.61 of the mean-field value, and the omitted attraction can only raise this. With the tail, 400 K lies just below the critical temperature, so whether the layer separates depends on the range of the attraction and on changes of a few percent in $w$.

**Unequal sites** lower the mean-field onset. If site energies are shifted by random amounts $\varepsilon$, the occupation at average half coverage is $f=1/(1+e^{\varepsilon/kT})$ for a symmetric distribution. The response of the mean coverage to its own attraction reaches one when $zw\langle f(1-f)\rangle=kT$. As $f(1-f)\le\tfrac14$, this lies at or below $zw/4$. When a solution exists, it marks the onset if the distribution has a single peak (a Gaussian wider than $zw/\sqrt{2\pi}\approx80$ meV gives none, and no separation); with two well-separated site energies, the layer can instead separate around other coverages. A Gaussian spread of 30 meV gives 528 K. This is a mean-field number only. On nearest-neighbour strips 6 to 10 sites wide at 250 K, below the clean 329 K, the same spread turns the jump into a smooth rise that does not sharpen with width.

**The pressure is less certain than the critical temperature.** The free molecule has rotational partition function $q_{\rm rot}\approx9.3\times10^4$, with the Ti–Cl distance set to 0.217 nm as a model input. If the surface turns all three rotations into 0.5 THz librations about one distinguishable orientation, their partition function is $4.6\times10^3$. Then $K$ falls by a factor of 20 and the coexistence pressure rises to 14 Torr. An error of 0.05 eV in $E_0$ changes it by a factor of 4.3. Neither changes the mean-field $T_c$, since both enter through $K$ alone.

**Fixed sites** presuppose a barrier between neighbouring sites that is large compared with $kT$. In a sinusoidal potential $\tfrac12V[1-\cos(2\pi x/a)]$ the curvature at the minimum is $2\pi^2V/a^2$. Equating it to $m(2\pi\nu)^2$ gives $V=2m\nu^2a^2=0.149$ eV for the 0.3 THz motion, or $4.3\,kT$. This is only moderately large, so fixed sites and a harmonic $q$ are approximations here. Using the levels of the sinusoidal well for the two lateral motions raises $K$ by about 18% and lowers the 0.70 Torr to 0.59 Torr.

**Beside the real process.** The temperature of 400 K is a model choice. The values of $w$ and $E_0$ are assumptions, not measurements. Growth itself relies on irreversible reaction with surface hydroxyls, to which no equilibrium isotherm applies; the model concerns the weakly held molecules left on a saturated surface. For them, $kT<zw/4$ is a warning that attraction matters, not sufficient evidence of two phases. Most of the values quoted are listed in the numerical output below.

## Table of computed values

```
neighbours z = 4; pair attraction w = 50.0 meV
total neighbour attraction zw = 200.0 meV
well depth E0 = 0.50 eV; site spacing = 0.65 nm
translation frequencies (THz): [0.3 0.3 1. ]
molecular mass = 189.67 u; T = 400 K
kT = 34.47 meV; zw/kT = 5.802
mean-field kTc = 50.00 meV; Tc = 580.2 K
kTc from loop onset = 50.000 meV
kTc from equal-attraction sum, 4000 sites = 50.012 meV
16-site grand potential per site at mu=-zw/2: exact -4.72, mean field -2.25 meV
order parameter m at T = 0.8386
coexisting coverages = 0.0807 and 0.9193
same from convex hull = 0.0808 and 0.9192
spinodal coverages = 0.2213 and 0.7787
full-layer density = 2.367 molecules/nm2
onset temperature at coverage 0.10 = 422.5 K
thermal wavelength = 6.338 pm; q_vib = 6428.5
K = 0.07880 per Torr; from level sums 0.07886 per Torr
coexistence pressure = 0.6975 Torr; K p there = 0.05496
Langmuir coverage at that pressure = 0.0521
metastability limits: filling 0.9987 Torr, emptying 0.4871 Torr
exact planar kTc = 28.36 meV; Tc = 329.2 K
planar Tc from strips of width 6 and 8 = 330.0 K
exact planar Tc / mean-field Tc = 0.5673
p/p_coexistence 0.50: coverage mean field 0.0320, strip of width 10 0.0424
p/p_coexistence 0.80: coverage mean field 0.0580, strip of width 10 0.1166
p/p_coexistence 1.25: coverage mean field 0.9420, strip of width 10 0.8834
p/p_coexistence 2.00: coverage mean field 0.9680, strip of width 10 0.9576
with r^-6 tail: total attraction 232.9 meV, mean-field Tc 675.8 K
site-energy spread 30 meV: mean-field Tc 527.8 K
bond length 0.217 nm; libration frequency 0.5 THz
q_rot free = 92908; q_libration = 4630
pressure factor if rotation is hindered = 20.1
coexistence pressure then = 14.00 Torr
hopping barrier = 0.149 eV = 4.34 kT
pressure factor for 0.05 eV error in E0 = 4.27
```
